# Thermally averaged gap of a dimer with exponential hopping

**Question**

Two identical molecules form a neutral pair. Each contributes one orbital of energy $\varepsilon$, and electrons hop between the orbitals with matrix element $-t(u)$, where

$$t(u)=t_0e^{-\beta u},\qquad t_0,\beta>0,$$

and $u$ is the stretch of the intermolecular bond. The electrons are treated as independent, the two orbitals as orthogonal, and $\varepsilon$ does not depend on $u$. Both levels of the pair are full.

The stretch is a quantum harmonic oscillator with reduced mass $\mu$, angular frequency $\omega$ and stiffness $K=\mu\omega^2$, in equilibrium at temperature $T$. Its mean is held at $u=0$ at every temperature. This is a condition imposed on the pair, and part (f) removes it.

Use these round, rough values for a pair of pentacene molecules in a thin-film transistor: $t_0=50$ meV, $\beta=20\ \mathrm{nm^{-1}}$, $\hbar\omega=5$ meV. The molecular mass is 278.35 u, so $\mu=139.18$ u and $K=83.24\ \mathrm{eV/nm^2}$.

**(a) Find the gap $g(u)$ between the two levels. Why does the hopping exert no force on the bond?**

*Answer.* The Hamiltonian and its characteristic equation are

$$H=\begin{pmatrix}\varepsilon&-t\\-t&\varepsilon\end{pmatrix},\qquad(\varepsilon-E)^2-t^2=0 .$$

Hence $E=\varepsilon\pm t$, and

$$g(u)=2t(u)=2t_0e^{-\beta u}.$$

With two electrons in each level, the electronic energy is $2(\varepsilon-t)+2(\varepsilon+t)=4\varepsilon$. It does not depend on $u$, so the hopping adds nothing to the bond potential. Real orbitals overlap slightly, which makes two filled levels repel; in this model any such repulsion belongs to the bond potential. The gap here is the splitting of two filled levels at fixed nuclei. It is not the gap between filled and empty states.

**(b) Find the thermal average $G(T)=\langle g\rangle$ without expanding in $u$, and show that $u$ has a Gaussian distribution.**

*Answer.* Write $u=l(b+b^\dagger)$ with $l^2=\hbar/2\mu\omega$ and $[b,b^\dagger]=1$. The thermal density operator is

$$\rho=(1-q)\,q^{\,b^\dagger b},\qquad q=e^{-\hbar\omega/k_BT}.$$

One identity is needed. Let $[A,B]=c$ be a number, and let $P(\lambda)=e^{\lambda A}e^{\lambda B}$. The derivative of $e^{\lambda A}Be^{-\lambda A}$ with respect to $\lambda$ is $c$, so this operator equals $B+\lambda c$. Therefore $P'=(A+B+\lambda c)P$, with $P(0)=1$. Integrating to $\lambda=1$ gives

$$e^Ae^B=e^{A+B}e^{c/2},\qquad\text{and hence}\qquad e^Ae^B=e^Be^Ae^{c}.$$

Now define $F(s,r)=\mathrm{Tr}[\rho e^{sb^\dagger}e^{rb}]$. Acting on a number state $|n\rangle$, both $b\rho$ and $q\rho b$ give $(1-q)q^n\sqrt n\,|n-1\rangle$. So $b\rho=q\rho b$, and therefore $e^{rb}\rho=\rho e^{qrb}$. Moving $e^{rb}$ cyclically to the front of the trace gives

$$F(s,r)=\mathrm{Tr}[\rho e^{qrb}e^{sb^\dagger}]=e^{qrs}F(s,qr),$$

where the last step uses $[qrb,sb^\dagger]=qrs$. Repeating this step produces the exponent $rs(q+q^2+\cdots)=\bar n rs$, with $\bar n=q/(1-q)$. The remaining factor tends to $F(s,0)=1$, because powers of $b^\dagger$ alone have no diagonal elements. Thus $F(s,r)=e^{\bar nrs}$.

For $A=sb^\dagger$ and $B=sb$, the commutator is $c=-s^2$, so $e^{s(b+b^\dagger)}=e^{s^2/2}e^{sb^\dagger}e^{sb}$. Its average is

$$\langle e^{s(b+b^\dagger)}\rangle=e^{s^2(\bar n+1/2)}.$$

Setting $s=-\beta l$ gives $\langle e^{-\beta u}\rangle=e^{\beta^2\sigma^2/2}$, where

$$\sigma^2=l^2(2\bar n+1)=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2k_BT}.$$

Comparing the terms of order $\beta^2$ on both sides shows that $\sigma^2=\langle u^2\rangle$. The result is

$$\boxed{G(T)=2t_0e^{x},\qquad x=\tfrac12\beta^2\sigma^2(T).}$$

Setting $s=i\kappa l$ instead gives $\langle e^{i\kappa u}\rangle=e^{-\kappa^2\sigma^2/2}$. This is the Fourier transform of a normalized Gaussian of variance $\sigma^2$, so $u$ is Gaussian. The same average then follows by completing the square:

$$-\beta u-\frac{u^2}{2\sigma^2}=-\frac{(u+\beta\sigma^2)^2}{2\sigma^2}+\frac{\beta^2\sigma^2}{2}.$$

The average is thus weighted around $u=-\beta\sigma^2$, on the compressed side.

**(c) Show that $G$ increases with temperature, and discuss the limits of low and high temperature.**

*Answer.* Let $\theta=\hbar\omega/2k_BT$. Then $d\theta/dT=-\theta/T$ and $d(\coth\theta)/d\theta=-1/\sinh^2\theta$. The two minus signs cancel:

$$\frac{dG}{dT}=G\,\frac{\beta^2}{2}\frac{d\sigma^2}{dT}=G\,\frac{\beta^2l^2}{2}\frac{\theta}{T\sinh^2\theta}>0 .$$

The cause is the curvature of the exponential: a compression raises the hopping by more than an equal stretch lowers it. For a Gaussian distribution with its mean held at zero, a larger width therefore gives a larger mean gap.

As $T\to0$, $\sigma^2\to l^2$ and $G\to2t_0e^{\beta^2l^2/2}$. Zero-point motion already places the gap above $2t_0$, and the slope vanishes because $\sinh^2\theta$ grows exponentially. For $k_BT\gg\hbar\omega$, $\coth\theta\simeq1/\theta$, so

$$\sigma^2\simeq\frac{k_BT}{K},\qquad G\simeq2t_0\exp\!\left(\frac{\beta^2k_BT}{2K}\right).$$

The mass has dropped out at fixed $K$, as it must in classical statistics.

**(d) A student expands $g(u)$ to second order before averaging. Find the error relative to $G$, bound it, and find what fraction of the shift $G-2t_0$ is missed.**

*Answer.* The expansion is $g\simeq2t_0(1-\beta u+\beta^2u^2/2)$. Since $\langle u\rangle=0$, its average is $Q=2t_0(1+x)$. The relative shortfall is

$$R=\frac{G-Q}{G}=1-(1+x)e^{-x}.$$

It vanishes at $x=0$, and its derivative is $-e^{-x}+(1+x)e^{-x}=xe^{-x}$. Hence $R=\int_0^xye^{-y}\,dy$. For $y\ge0$, $1-y\le e^{-y}\le1$, so

$$\frac{x^2}{2}-\frac{x^3}{3}\le R\le\frac{x^2}{2}.$$

The missed fraction of the shift is

$$M=\frac{G-Q}{G-2t_0}=\frac{e^x-1-x}{e^x-1}=1-\frac{x}{e^x-1}\simeq\frac x2\quad(x\ll1).$$

The error is second order in $x$ when measured against the gap, but first order when measured against the shift. For $x\gg1$ both fractions tend to one and the expansion fails.

**(e) Evaluate the results for the pentacene pair at 300 K. How do they change up to 400 K?**

*Answer.* At 300 K, $\sigma=17.65$ pm $=0.01765$ nm, so

$$x=\tfrac12(20)^2(0.01765)^2=0.0623 .$$

The two averages are

$$G=100\,e^{0.0623}=106.4\ \mathrm{meV},\qquad Q=100(1.0623)=106.2\ \mathrm{meV}.$$

The expansion is low by 0.19% of the gap, or 3.1% of the shift. The classical formula gives $x=200\times0.025852/83.24=0.0621$, so quantum effects on the stretch are small at this temperature.

| $T$ (K) | $G$ (meV) | $Q$ (meV) | $R$ (%) | $M$ (%) |
|---:|---:|---:|---:|---:|
| 0 | 100.6 | 100.6 | 0.002 | 0.3 |
| 300 | 106.4 | 106.2 | 0.19 | 3.1 |
| 400 | 108.7 | 108.3 | 0.33 | 4.1 |

Between 0 and 300 K the gap rises by 5.8 meV, and the slope at 300 K is 0.022 meV/K. The error $R$ reaches 1% at $x=0.149$, which corresponds to about 720 K. That temperature is a formal extrapolation of the harmonic model, not a proposed temperature of use. The quadratic expansion is therefore adequate for the gap at fixed mean; the next part shows that the fixed mean matters far more.

**(f) Release the mean separation. Let the bond have the Morse potential $V=D(1-e^{-au})^2$ with the same stiffness $K=2a^2D$. When does the gap still rise at small amplitude? What happens for $a=10\ \mathrm{nm^{-1}}$?**

*Answer.* Expanding in $u$ gives

$$V\simeq\tfrac12Ku^2-\tfrac12Kau^3,\qquad V'\simeq Ku-\tfrac32Kau^2 .$$

In a bound stationary state the mean momentum is constant, so $\langle V'\rangle=0$. The same holds for a thermal mixture of such states. Hence $\langle u\rangle\simeq\frac32a\sigma^2$: the bond lengthens. To first order in $\sigma^2$,

$$\ln\langle e^{-\beta u}\rangle\simeq-\beta\langle u\rangle+\tfrac12\beta^2\sigma^2=\tfrac12(\beta^2-3a\beta)\sigma^2 .$$

Since $\sigma^2$ rises with $T$, the gap rises at small amplitude if $\beta>3a$ and falls if $\beta<3a$.

Here $\beta=20\ \mathrm{nm^{-1}}$ is below $3a=30\ \mathrm{nm^{-1}}$, so the gap falls. Because $\beta=2a$, a related result needs no small-amplitude assumption: the mean gap lies below $2t_0$. Let $y=e^{-au}$, so that $g=2t_0y^2$ and $V'=2aD(y-y^2)$. Zero mean force gives $\langle y^2\rangle=\langle y\rangle$. The variance of $y$ is positive, so $\langle y\rangle=\langle y^2\rangle>\langle y\rangle^2$, and hence $\langle y\rangle<1$. Therefore $\langle g\rangle=2t_0\langle y\rangle<2t_0$ in any mixture of bound states.

A numerical solution of the Morse oscillator, with $u$ confined between $-0.2$ and $0.4$ nm so that the pair cannot separate, gives 99.7 meV at 0 K and 96.7 meV at 300 K. The gap falls by 3.0 meV, where the fixed-mean model gave a rise of 5.8 meV. Expanding $g$ to second order about $u=0$ would now give about 97.7 meV at 300 K, which misses about a third of the shift from $2t_0$. The mean stretch at 300 K is 5.2 pm, against the leading estimate

$$\tfrac32(10)(0.01765)^2\ \mathrm{nm}=4.7\ \mathrm{pm}.$$

**(g) Which other neglected effects matter for a real pentacene film?**

*Answer.* The chosen $t_0$ and $\hbar\omega$ have the order of magnitude expected for intermolecular hopping and soft lattice vibrations in such films. The values of $\beta$ and $a$ are rough and are not fitted to pentacene. The choice of $\beta$ matters for the fixed-mean result: since $x\propto\beta^2$, lowering it from 20 to $14\ \mathrm{nm^{-1}}$ would roughly halve $x$. For the free Morse bond the same change moves the 300 K gap only from 96.7 to 96.3 meV. A film also has many vibrations and neighbours, whereas the model has one coordinate and two molecules. The assumption of a fixed mean fails when the material can expand; for the pair above, replacing the harmonic bond of fixed mean by the free Morse bond moves the 300 K gap from 106.4 to 96.7 meV. Three further effects are estimated below, each separately. The estimates use a harmonic bond, and the last is repeated with a Morse bond.

- **Sideways slip.** Suppose a slip $v$ multiplies the hopping by $\cos(2\pi v/L)$, with $L=0.5$ nm and the same mass and stiffness as the stretch. By the Gaussian average of part (b), the mean factor is $e^{-(2\pi/L)^2\sigma^2/2}=0.976$ at 300 K, against 0.998 at 0 K. The modulus in the gap has no visible effect, since $v$ rarely reaches the first zero of the cosine at $L/4=125$ pm, about seven times $\sigma$. Slip about a maximum of the hopping thus opposes the rise. For a pair that rests close to a zero of the cosine, the modulus matters and slip makes the mean gap grow with temperature instead.
- **Unequal site energies.** A site-energy difference $\Delta$ changes the gap to $\sqrt{\Delta^2+4t^2}$. If $\Delta$ is Gaussian with mean zero and 30 meV rms, independent of the stretch, the mean gap grows by 4.4 meV at 300 K. If the disorder is static, it also raises the gap at low temperature, so this number is not a thermal shift.
- **An added hole.** Removing an electron from the upper level leaves the electronic energy $3\varepsilon-t$, which now pulls the molecules together. Setting the derivative of $\frac12Ku^2-t_0e^{-\beta u}$ to zero with $u=-c$ gives $Kc=\beta t_0e^{\beta c}$. The smaller root, $c=16.8$ pm, is a local minimum; at much larger compression the exponential outruns the harmonic term and the model fails. The static gap there is $100\,e^{0.336}=140$ meV. The Morse bond of part (f) stiffens under compression and gives less: with $y=e^{-au}$ and $\beta=2a$, minimizing $D(1-y)^2-t_0y^2$ gives $y=D/(D-t_0)=1.137$ for $D=0.416$ eV, hence $c=12.8$ pm and a gap of $100\,y^2=129$ meV. The neutral-pair result therefore does not describe a relaxed charge carrier on an isolated pair. In a film, neighbouring molecules also act on the pair, so neither value is a prediction for the device.

The numerical output lists further values for the fixed-mean model.

## Values computed for the example and the checks

```
INPUTS
hopping t0 = 50.0 meV, gap at u=0: 100.0 meV
decay constant beta = 20.0 1/nm
vibrational quantum = 5.0 meV
molecular mass = 278.35 u
reduced mass = 139.18 u
stiffness = 83.24 eV/nm^2
kT at 300 K = 25.852 meV
FIXED MEAN SEPARATION
T = 0 K: sigma = 5.480 pm, x = 0.00601
  exact gap 100.603 meV, quadratic 100.601 meV
  error 0.0018 % of gap, 0.30 % of shift
T = 100 K: sigma = 10.316 pm, x = 0.02128
  exact gap 102.151 meV, quadratic 102.128 meV
  error 0.0223 % of gap, 1.06 % of shift
T = 200 K: sigma = 14.440 pm, x = 0.04170
  exact gap 104.258 meV, quadratic 104.170 meV
  error 0.0846 % of gap, 2.07 % of shift
T = 300 K: sigma = 17.651 pm, x = 0.06231
  exact gap 106.429 meV, quadratic 106.231 meV
  error 0.1863 % of gap, 3.08 % of shift
T = 400 K: sigma = 20.368 pm, x = 0.08297
  exact gap 108.651 meV, quadratic 108.297 meV
  error 0.3257 % of gap, 4.09 % of shift
rise of exact gap, 0 to 300 K = 5.827 meV
slope at 300 K = 21.97 micro-eV/K
weight centre at 300 K: u = -6.231 pm
error bounds at 300 K: 0.1861 to 0.1941 %
1 % error: x = 0.1486, formal T = 717 K
NEGLECTED EFFECTS
Morse a = 10.0 1/nm, 3a = 30.0 1/nm
Morse well depth = 0.416 eV
Morse mean stretch at 300 K = 5.246 pm
  leading estimate 3 a sigma^2/2 = 4.673 pm
Morse gap at 0 K = 99.700 meV
Morse gap at 300 K = 96.651 meV
  change 0 to 300 K = -3.048 meV
slip period = 0.50 nm
slip factor on gap: 0 K 0.99763, 300 K 0.97570
site disorder = 30.0 meV rms
  added gap at 300 K = 4.413 meV
contraction after adding a hole = 16.82 pm
  static gap there = 139.98 meV
```
